# Ballistic Current Noise: Full Shot Noise and Pauli Suppression, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: counting wave packets

Consider one conducting mode with one spin direction. Every electron that the source sends into it reaches the drain, and the drain sends nothing back. Look at a narrow energy window of width \(\Delta E\), in which each available state is filled with probability \(f\). As shown below, the window delivers one independent state, or slot, per time \(h/\Delta E\). During a long time \(t\) there are thus \(N=t\,\Delta E/h\) slots, each holding one electron or none.

The number in one slot, \(n\), is 0 or 1, so \(n^2=n\). Its mean is \(f\), and its variance is \(\langle n^2\rangle-\langle n\rangle^2=f-f^2=f(1-f)\). Independent slots add:

\[
\langle n_{\rm tot}\rangle=Nf,\qquad {\rm Var}(n_{\rm tot})=Nf(1-f).
\]

If \(f\ll1\), the variance equals the mean, as for independent rare events. If \(f=1\), every slot is full and the count does not fluctuate. The exclusion principle limits a slot to one electron, so a full stream is a regular stream. The rest of the problem concerns reflection, electrons from the drain, and the sum over energies and modes.

To turn a variance into a noise spectrum, let \(Q\) be the charge transferred in time \(t\), counted positive when electrons go from source to drain, with \(e>0\). Let \(C(\tau)\) be the symmetrized covariance of the current at two times separated by \(\tau\). Two times in the interval with separation \(\tau\) can be placed in a range of length \(t-|\tau|\), so

\[
{\rm Var}(Q)=\int_{-t}^{t}(t-|\tau|)\,C(\tau)\,d\tau\;\to\; t\int_{-\infty}^{\infty}C(\tau)\,d\tau
\]

when \(t\) greatly exceeds the correlation time. The one-sided spectrum, which assigns all the noise power to positive frequencies, is \(S=2\int C\,d\tau\) at zero frequency. Therefore

\[
S=2\lim_{t\to\infty}\frac{{\rm Var}(Q)}{t}. \tag{1}
\]

For independent rare events \({\rm Var}(Q)=e^2\langle n_{\rm tot}\rangle=eIt\), and (1) gives full shot noise, \(S=2eI\). The Fano factor \(F=S/(2eI)\) measures the noise relative to this value. In the opening case \(F=1-f\).

The slots are wave packets. Within the window, define for integer \(j\)

\[
\phi_j(E)=\frac{1}{\sqrt{\Delta E}}\,e^{iEt_j/\hbar},\qquad t_j=\frac{jh}{\Delta E}.
\]

The overlap of two of them is

\[
\int_{\Delta E}\phi_j^*\phi_{j'}\,dE=\frac1{\Delta E}\int_{\Delta E}e^{2\pi i(j'-j)E/\Delta E}dE=\delta_{jj'},
\]

because for \(j\neq j'\) the integrand runs through a whole number of periods. These functions are a Fourier basis of the window, so no state is missed. With the time factor \(e^{-iE\tau/\hbar}\), the phases in packet \(j\) agree at \(\tau=t_j\), when it passes the reference point. Successive packets are separated by \(h/\Delta E\), which gives the stated number of slots.

Their occupations are independent if \(f\) is constant across the window. The thermal state restricted to the window then depends on the total number of electrons in it alone, through a factor \(\lambda^{n_{\rm tot}}\) with \(\lambda=f/(1-f)\). That number is the sum of the occupations in any orthonormal basis, so the state factorizes in the packet basis as well. A packet has tails in time, and those near the ends of the counting interval are counted in part. Here it is assumed that this end effect grows more slowly than \(t\) and drops out of the rate.

Now let the barrier reflect, and let the drain emit. A packet from the source and one from the drain meet at the barrier in the same slot. Let \(a_S,a_D\) annihilate incoming electrons and \(b_S,b_D\) outgoing ones, where the label names the lead. Elastic scattering within one mode relates them by a unitary matrix:

\[
\begin{pmatrix}b_S\\ b_D\end{pmatrix}=
\begin{pmatrix}r&d'\\ d&r'\end{pmatrix}
\begin{pmatrix}a_S\\ a_D\end{pmatrix},\qquad
\mathcal T=|d|^2=|d'|^2,\quad |r|^2=|r'|^2=1-\mathcal T .
\]

If the source packet alone is occupied, one electron crosses to the drain with probability \(\mathcal T\). If the drain packet alone is occupied, one crosses the other way with probability \(\mathcal T\). If both are occupied, invert the unitary relation to get \(a_S^\dagger=r\,b_S^\dagger+d\,b_D^\dagger\) and \(a_D^\dagger=d'b_S^\dagger+r'b_D^\dagger\). The incoming pair is then

\[
a_S^\dagger a_D^\dagger|0\rangle=(r\,b_S^\dagger+d\,b_D^\dagger)(d'b_S^\dagger+r'b_D^\dagger)|0\rangle
=(rr'-dd')\,b_S^\dagger b_D^\dagger|0\rangle .
\]

The terms with two equal creation operators vanish, and exchanging \(b_D^\dagger b_S^\dagger\) supplies the minus sign. The prefactor is the determinant of a unitary matrix and has modulus one. Hence one electron leaves into each lead with certainty, and no net charge is transferred.

The source packet is occupied with probability \(f_S\) and the drain packet with probability \(f_D\), independently. The net number \(q\) transferred in a slot is therefore

\[
q=+1:\ \mathcal T f_S(1-f_D),\qquad q=-1:\ \mathcal T f_D(1-f_S),
\]

and zero otherwise. Subtracting the probabilities gives the mean, in which the products \(f_Sf_D\) cancel. Adding them gives the mean square:

\[
\langle q\rangle=\mathcal T(f_S-f_D),\qquad \langle q^2\rangle=\mathcal T(f_S+f_D-2f_Sf_D).
\]

To separate the thermal part, use the identity

\[
f_S+f_D-2f_Sf_D=f_S(1-f_S)+f_D(1-f_D)+(f_S-f_D)^2,
\]

in which the squares on the right cancel. Subtracting \(\langle q\rangle^2=\mathcal T^2(f_S-f_D)^2\) from \(\langle q^2\rangle\) yields

\[
{\rm Var}(q)=\mathcal T[f_S(1-f_S)+f_D(1-f_D)]+\mathcal T(1-\mathcal T)(f_S-f_D)^2 .
\]

Packets from different windows are orthogonal and independent, so their variances add. Narrow the windows until \(\mathcal T\) and the occupations are constant within each, while keeping \(t\,\Delta E/h\) large. Suppose also that the barrier is uniform across the channel, so that it does not mix transverse modes. With \(g\) for the spin and valley degeneracy, the \(t\,dE/h\) slots per mode give

\[
I=\frac{ge}{h}\sum_n\int dE\,\mathcal T_n(f_S-f_D), \tag{2}
\]

\[
S=\frac{2ge^2}{h}\sum_n\int dE\,\{\mathcal T_n[f_S(1-f_S)+f_D(1-f_D)]+\mathcal T_n(1-\mathcal T_n)(f_S-f_D)^2\}. \tag{3}
\]

The first bracket is the noise of the reservoir occupations. The last term is partition noise, due to the random choice between transmission and reflection.

At a drain bias \(V\), the drain Fermi energy is \(\mu_D=\mu_S-eV\). In saturation \(f_D\) is negligible at every energy that can pass, and the integrand of (3) becomes

\[
\mathcal T f_S-\mathcal T f_S^2+\mathcal T f_S^2-\mathcal T^2f_S^2=\mathcal T f_S(1-\mathcal T f_S). \tag{4}
\]

Replacing the last factor by one gives \(S=2eI\). The reduction is thus governed by \(\mathcal T f_S\), the probability that a slot delivers an electron. A full slot with \(f_S=1\) is silent if \(\mathcal T=1\), but keeps the Fano factor \(1-\mathcal T\) if it is partly reflected.

Take next a sharp ballistic barrier, for which \(\mathcal T_n=0\) below the mode bottom \(E_n\) at the barrier top and \(\mathcal T_n=1\) above it. The Fermi function \(f=[1+e^{(E-\mu)/k_BT}]^{-1}\) obeys

\[
f=-k_BT\frac{d}{dE}\ln\!\left(1+e^{(\mu-E)/k_BT}\right),\qquad f(1-f)=-k_BT\frac{df}{dE}.
\]

Both integrals from \(E_n\) to infinity are therefore elementary. With \(\eta_n=(\mu_S-E_n)/k_BT\), the saturated current of the mode is proportional to \(k_BT\ln(1+e^{\eta_n})\) and its noise to \(k_BTf_S(E_n)\). Hence

\[
F_n=\frac{1}{(1+e^{-\eta_n})\ln(1+e^{\eta_n})}. \tag{5}
\]

For \(\eta_n\ll-1\) the numerator \(f_S(E_n)\) is \(e^{\eta_n}(1-e^{\eta_n})\) and the logarithm is \(e^{\eta_n}(1-e^{\eta_n}/2)\), both to second order in \(e^{\eta_n}\), so \(F_n\simeq1-e^{\eta_n}/2\). This is nondegenerate injection with full shot noise. For \(\eta_n\gg1\), \(f_S(E_n)\to1\), the logarithm tends to \(\eta_n\), and \(F_n\to1/\eta_n\). The current then grows with the depth of the mode, while its noise stays at the value set by the thermally smeared edge near \(\mu_S\).

A transistor much wider than the electron wavelength has many modes. With periodic edges and width \(W\), the transverse wave numbers are spaced by \(2\pi/W\), and \(E_n=E_0+\hbar^2k_n^2/2m\). The modes open at energy \(E\) have \(|k_n|<\sqrt{2m(E-E_0)}/\hbar\), a range of twice this length. Their number, treated as continuous, is

\[
M(E)=\frac{W\sqrt{2m(E-E_0)}}{\pi\hbar}.
\]

Summing over modes replaces \(\sum_n\int_{E_n}\) by \(\int_{E_0}M\,dE\). Define the normalized integrals

\[
\mathcal F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}},\qquad \Gamma(3/2)=\frac{\sqrt\pi}{2},\quad\Gamma(1/2)=\sqrt\pi .
\]

Set \(E-E_0=k_BTx\), \(\eta=(\mu_S-E_0)/k_BT\) and \(u=eV/k_BT\). The factor \((k_BT)^{3/2}\) comes from \(\sqrt{E-E_0}\,dE\), and \(\sqrt\pi/2\) divided by the \(\pi\) in \(M\) is \(1/(2\sqrt\pi)\). Thus

\[
I=I_0[\mathcal F_{1/2}(\eta)-\mathcal F_{1/2}(\eta-u)],\qquad
I_0=\frac{ge}{h}\,\frac{W\sqrt{2m}\,(k_BT)^{3/2}}{2\sqrt\pi\,\hbar}. \tag{6}
\]

For the noise, use \(f(1-f)=k_BT\,\partial f/\partial\mu=\partial f/\partial\eta\). Integration by parts shows \(d\mathcal F_{1/2}/d\eta=\mathcal F_{-1/2}\): the derivative with respect to \(\eta\) is minus that with respect to \(x\), the boundary terms vanish, and \(\sqrt x\) becomes \(1/(2\sqrt x)\). The two reservoirs add, since each contributes its own occupation noise:

\[
S=2eI_0[\mathcal F_{-1/2}(\eta)+\mathcal F_{-1/2}(\eta-u)]. \tag{7}
\]

Call the source nondegenerate when \(\eta\ll-1\), so that its occupation is small at the barrier top; the source contact itself may still be degenerate. Then \(\mathcal F_j(\eta)\to e^\eta\) for both orders. The ratio of (7) to \(2e\) times (6) is then

\[
F=\frac{1+e^{-u}}{1-e^{-u}}=\coth\frac{eV}{2k_BT}. \tag{8}
\]

The sharp barrier therefore gives full shot noise when the source is nondegenerate and \(eV\gg k_BT\). At smaller bias the returning electrons reduce the net current but add to the noise.

In saturation \(F=\mathcal F_{-1/2}(\eta)/\mathcal F_{1/2}(\eta)\). The next term for small \(e^\eta\) follows from \(f\simeq e^{\eta-x}-e^{2(\eta-x)}\), which gives \(\mathcal F_j\simeq e^\eta-e^{2\eta}/2^{j+1}\). Since \(2^{-1/2}-2^{-3/2}=2^{-3/2}\), one finds \(F\simeq1-e^\eta/2^{3/2}\). In the degenerate limit the Fermi function cuts the integrals at \(x=\eta\), so \(\mathcal F_{1/2}\to4\eta^{3/2}/(3\sqrt\pi)\) and \(\mathcal F_{-1/2}\to2\sqrt{\eta/\pi}\). Hence \(F\to3/(2\eta)\).

As an example, take round model parameters: \(m\) equal to 0.2 electron masses, \(g=4\), \(W=1\) µm, 300 K and \(V=0.5\) V. Then \(k_BT=25.85\) meV and \(I_0=416\) µA. The table gives the wide-channel values, with the Fano factor of a single mode of the same depth in the last column.

| \(\mu_S-E_0\) (meV) | \(I\) (µA) | \(S\) (A²/Hz) | \(F\) | \(F_n\) |
|---:|---:|---:|---:|---:|
| −150 | 1.256 | 4.02×10⁻²⁵ | 0.999 | 0.998 |
| 0 | 318.5 | 8.07×10⁻²³ | 0.791 | 0.721 |
| 50 | 1136 | 1.92×10⁻²² | 0.527 | 0.422 |
| 100 | 2592 | 2.86×10⁻²² | 0.345 | 0.252 |

In the last row \(2eI=8.31\times10^{-22}\) A²/Hz, and \(2.86/8.31=0.34\). Pauli suppression is a reduction relative to \(2eI\): the noise power itself rises down the table. The degenerate estimate is \(3/(2\times3.868)=0.388\), about 13% above the computed \(F\), so this source is not yet deep in the degenerate limit. The wide-channel \(F\) exceeds \(F_n\) because \(F=\sum_nI_nF_n/\sum_nI_n\) averages over shallower modes too, whose Fano factors are larger. At −150 meV and a bias of 25 mV, \(F=2.23\), as (8) gives.

Counting wave packets has given the current (2) and the noise (3), and from them the Fano factors of a sharp barrier, on the assumption that end effects drop out of the rate. It remains to obtain the same noise from the current operator without wave packets, to treat a rounded barrier, and to state where the fixed-barrier result applies.
